# What a Steep Adsorption Isotherm Proves About Correlations Between Sites

Whoever fits a measured isotherm, to predict how much precursor or water stays on a surface during a purge, must decide whether the model needs interactions between adsorbed molecules or whether a spread of binding energies will do. One inequality can settle this in one direction before any fit is made. If the isotherm is steeper than a certain limit, no spread of energies on independent sites can reproduce it, however many parameters the spread is given.

## Sites, gas and conventions

A surface has $M$ distinguishable adsorption sites. Site $i$ holds $n_i=0$ or $1$ molecule, and the coverage is $\theta=\langle N\rangle/M$ with $N=\sum_i n_i$. Angle brackets denote thermal averages. The surface is in equilibrium with an ideal gas at pressure $p$ and fixed temperature $T$, and molecules adsorb whole. The binding energy $E_i$ is positive for a bound molecule and does not depend on pressure.

The chemical potential of the gas is
$$\mu=kT\ln\frac{p\Lambda^3}{kT\,q},\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}}, \tag{1}$$
where $m$ is the molecular mass and $q$ the partition function of the internal motions in the gas. A molecule on site $i$ has the statistical weight $e^{\mu/kT}z_i e^{E_i/kT}$, where $z_i$ is the partition function of its motions on the site. By (1) this weight is proportional to $p$, so it can be written $K_ip$ with
$$K_i=\frac{z_i}{q}\,\frac{\Lambda^3}{kT}\,e^{E_i/kT}. \tag{2}$$
The spread of binding energies enters through the set of constants $K_i$.

## The bound for independent sites

An independent site has two states, empty with weight 1 and filled with weight $K_ip$. Its mean occupancy is therefore
$$\bar n_i=\frac{K_ip}{1+K_ip}. \tag{3}$$
Since $d/d\ln p=p\,d/dp$, the quotient rule gives
$$\frac{d\bar n_i}{d\ln p}=p\,\frac{K_i(1+K_ip)-K_ip\,K_i}{(1+K_ip)^2}=\frac{K_ip}{(1+K_ip)^2}=\bar n_i(1-\bar n_i). \tag{4}$$
The last step uses $1-\bar n_i=1/(1+K_ip)$.

Let an overbar on a whole expression denote the average over sites, so that $\theta=\overline{\bar n}$. Averaging (4), then adding and subtracting $\theta^2$, gives the slope
$$s\equiv\frac{d\theta}{d\ln p}=\theta-\overline{\bar n^2}=\theta(1-\theta)-\left(\overline{\bar n^2}-\theta^2\right). \tag{5}$$
The bracket is the variance of the mean occupancies over the sites,
$$V=\frac1M\sum_i(\bar n_i-\theta)^2\ge0. \tag{6}$$
Hence
$$s=\theta(1-\theta)-V\le\theta(1-\theta). \tag{7}$$
Nothing was assumed about the shape of the distribution. Equality requires $V=0$, that is, equal $\bar n_i$. Because (3) increases strictly with $K_i$, this means equal $K_i$: the Langmuir isotherm is the steepest that independent sites allow at a given coverage.

The physical reason is that sites of different strength fill at different pressures. When the spread is wide, at intermediate coverage many sites are already nearly full or still nearly empty, and neither kind responds much.

As a numerical test, 400 random distributions with 2 to 11 kinds of site were drawn and their slopes found by finite differences. The largest ratio $s/[\theta(1-\theta)]$ was 0.99995.

## A form that needs no derivative

Numerical differentiation magnifies noise, so an integrated form is useful. For $0<\theta<1$,
$$\frac{d}{d\ln p}\ln\frac{\theta}{1-\theta}=\left(\frac1\theta+\frac1{1-\theta}\right)s=\frac{s}{\theta(1-\theta)}\le1. \tag{8}$$
Integration from $p_1$ to a higher pressure $p_2$ gives
$$\frac{\theta_2/(1-\theta_2)}{\theta_1/(1-\theta_1)}\le\frac{p_2}{p_1}. \tag{9}$$
For $\theta_1=0.1$ and $\theta_2=0.9$ the left side is $9/(1/9)=81$. Independent sites thus need at least a factor 81 in pressure to go from 10% to 90% coverage. A smaller factor violates the bound somewhere in between.

## Two limits of the spread

At low pressure, $\bar n_i=K_ip-K_i^2p^2+\dots$, and the leading term of (6) is
$$V\simeq p^2\left(\overline{K^2}-\overline{K}^{\,2}\right). \tag{10}$$
This is second order in $p$, whereas $\theta\simeq\overline Kp$ is first order. The ratio $s/[\theta(1-\theta)]$ therefore tends to 1 for a finite set of sites, whatever their spread.

In the opposite limit the energies are spread over a range much wider than $kT$. Let $g(E)$ be their normalized density and let all sites share the same prefactor in (2). Then $\bar n=1/[1+e^{-(E-E^*)/kT}]$, where $E^*$ is the energy of a half-filled site. Differentiation gives $d\bar n/dE=\bar n(1-\bar n)/kT$, so
$$\int\bar n(1-\bar n)\,dE=kT\int_0^1d\bar n=kT. \tag{11}$$
The factor $\bar n(1-\bar n)$ is a peak of width of order $kT$ at $E^*$. If $g$ hardly changes over that width,
$$s=\int g(E)\,\bar n(1-\bar n)\,dE\simeq kT\,g(E^*). \tag{12}$$
The isotherm then maps out the energy distribution, and at intermediate coverage its slope lies far below the bound.

## What a violation proves

Now let the molecules interact through any energy $U(n_1,\dots,n_M)$, counted in addition to the binding energies. The grand partition function is
$$\Xi=\sum_{\{n\}}e^{-U/kT}\prod_i(K_ip)^{n_i}. \tag{13}$$
Pressure enters each term as $p^N$, and $p\,d(p^N)/dp=Np^N$. Therefore
$$\frac{d\ln\Xi}{d\ln p}=\frac1\Xi\sum_{\{n\}}N\,e^{-U/kT}\prod_i(K_ip)^{n_i}=\langle N\rangle. \tag{14}$$
Differentiating once more, the sum yields $\langle N^2\rangle$ and the factor $1/\Xi$ yields $-\langle N\rangle^2$:
$$Ms=\frac{d\langle N\rangle}{d\ln p}=\langle N^2\rangle-\langle N\rangle^2. \tag{15}$$
The slope of the isotherm measures the fluctuation of the number of adsorbed molecules.

The variance of a sum is the sum of variances plus the covariances of different members. Because $n_i^2=n_i$, each single-site variance is $\bar n_i-\bar n_i^2=\bar n_i(1-\bar n_i)$, interactions or not. Its site average is $\theta(1-\theta)-V$, by the algebra of (5). Thus
$$s=\theta(1-\theta)-V+C,\qquad C=\frac1M\sum_{i\ne j}\left(\langle n_in_j\rangle-\bar n_i\bar n_j\right). \tag{16}$$
Since $V\ge0$,
$$C\ge s-\theta(1-\theta). \tag{17}$$
A slope above the bound proves $C>0$, and the excess is a lower limit for $C$. This is the precise sense in which a steep isotherm reveals cooperative adsorption.

The size of $C$ has a direct reading. Let $P(j|i)=\langle n_in_j\rangle/\bar n_i$ be the probability that $j$ is filled when $i$ is. Then
$$\frac C\theta=\frac{\sum_i\bar n_i\sum_{j\ne i}[P(j|i)-\bar n_j]}{\sum_i\bar n_i}. \tag{18}$$
This is the mean number of other molecules present because a given molecule is there, beyond what the average occupancies supply.

The argument does not say what causes the correlation. If a movable substrate couples several sites, summing over its states leaves the power $p^N$ untouched, and (14) to (17) still hold. A shared change of the surface can thus take the place of a force between molecules.

## Cooperation from repulsion alone

Even purely repulsive forces can break the bound. Take one strong site with constant $K_c$, surrounded by six weak sites with constant $K$. A molecule on the strong site excludes molecules from all six weak ones, which do not interact among themselves. Then
$$\Xi=K_cp+(1+Kp)^6. \tag{19}$$
Let $b$ be the probability that the strong site is empty, and $r=Kp/(1+Kp)$ the occupancy of a weak site when it is. Two different weak sites have covariance $br^2-(br)^2=b(1-b)r^2$. The strong site and a weak one are never filled together, so their covariance is $-(1-b)br$. There are 30 ordered pairs of the first kind and 12 of the second:
$$7C=30\,b(1-b)r^2-12\,b(1-b)r=6\,b(1-b)\,r\,(5r-2). \tag{20}$$
For $r>2/5$ the sum is positive. The weak sites become available together when the strong site empties, and this outweighs the exclusion.

With a finite repulsion of 0.40 eV per pair and 0.30 eV extra binding on the strong site, at 400 K, the explicit sum over states gives $s=0.620$ at $\theta=0.454$, where the bound is 0.248. Here $V$ vanishes to four decimals, because strong and weak sites happen to have nearly equal mean occupancies at this pressure. Putting $1-b=br=0.454$ into (20) gives $r\approx0.83$ and $C\approx0.38$, close to the computed 0.372. The estimate ignores the finite repulsion and any small difference between the occupancies.

## When the bound is not the right test

**Uptake in pairs.** If a site is either empty or takes two molecules at once, its filled weight is $K_2p^2$. The odds $\theta/(1-\theta)=K_2p^2$ then have logarithmic slope 2, and (8) gives $s=2\theta(1-\theta)$. The bound is exceeded with no correlation between sites.

**Dissociation.** If a molecule splits into two equal fragments that occupy equal, independent sites, equilibrium requires $2\mu_{\rm fragment}=\mu$. The fragment activity varies as $p^{1/2}$, so $s=\theta(1-\theta)/2$. Cooperation between fragments could then double the slope without exceeding the bound (7).

**Wrong saturation.** Suppose saturation is taken as a fraction $f$ of its true value. The apparent coverage is $\theta'=\theta/f$, and equal independent sites show
$$s'=\frac{\theta(1-\theta)}f=\theta'(1-f\theta'). \tag{21}$$
For $f=0.90$ and $\theta'=0.5$ this is $0.5\times0.55=0.275$, which is 10% above the supposed limit of 0.25. Relative to the supposed limit, the false excess is $(1-f)\theta'/(1-\theta')$, which grows steeply with coverage: at $\theta'=0.9$ it is 90%. The pressure ratio suffers too. Between apparent coverages of 10% and 90%, the true coverages are 0.09 and 0.81, and the Langmuir ratio falls from 81 to 43. An overestimated saturation errs the other way and can hide a violation.

**Irreversible dosing.** A saturation curve in atomic layer deposition may show uptake against exposure. For irreversible adsorption on equal independent sites, $d\theta/dx=1-\theta$, where $x$ is the exposure times a rate constant. Starting from a bare surface, $\theta=1-e^{-x}$ and
$$\frac{d\theta}{d\ln x}=xe^{-x}=-(1-\theta)\ln(1-\theta). \tag{22}$$
For $0<\theta<1$, $-\ln(1-\theta)=\theta+\theta^2/2+\dots>\theta$, so this slope exceeds $\theta(1-\theta)$ at every intermediate coverage. At half coverage it is $\tfrac12\ln2=0.347$. Since $x\propto p$ at fixed dose time, plotting against pressure does not help. Such a curve is not an isotherm, and a slope above the bound (7) is then no sign of cooperation.

## Worked example: water on an alumina surface

Consider water held reversibly, as whole molecules, on a hydroxylated alumina surface at 400 K. The rough model parameters are a mean binding energy of 0.80 eV, 5 sites per nm² and a net attraction $w=0.03$ eV between nearest neighbours on a square lattice. The internal factors in (2) are taken to cancel, $z_i=q$, so that $K_i=e^{E_i/kT}/p_0$ with $p_0=kT/\Lambda^3$.

With $kT=0.03447$ eV and $\Lambda=0.02057$ nm, $p_0=4.76\times10^9$ Torr. Equal sites without attraction are half full at
$$p=p_0e^{-0.80/0.03447}=0.396\ \text{Torr}. \tag{23}$$

Attraction lowers this pressure by a factor that follows from symmetry. Each site has four neighbours, so $M$ sites have $2M$ bonds. With $m_i=1-n_i$ for holes, the energy $-w\sum n_in_j$ over bonds becomes $-2Mw+4w\sum_im_i-w\sum m_im_j$. Holes attract one another as molecules do, and each hole carries the weight $(Kp)^{-1}e^{-4w/kT}$. Molecules and holes are equivalent when this equals $Kp$, which gives
$$Kp=e^{-2w/kT}. \tag{24}$$
The half-coverage pressure is $0.396\,e^{-0.06/0.03447}=0.0695$ Torr, or 9.3 Pa.

A periodic patch of $4\times4$ sites was summed over all 65,536 configurations. Three surfaces have the same $w$ and mean binding energy, and differ in the standard deviation $\sigma$ of the site energies. These energies are 16 quantiles of a Gaussian, in one random arrangement scaled by $\sigma$. At half coverage, where the bound is 0.25:

| $\sigma$ (eV) | $V$ | $C$ | $s$ | $s$ for $w=0$ | $p_{90}/p_{10}$ |
|---|---|---|---|---|---|
| 0 | 0 | 0.539 | 0.789 | 0.250 | 6.45 |
| 0.05 | 0.076 | 0.179 | 0.353 | 0.177 | 26.9 |
| 0.12 | 0.155 | 0.030 | 0.125 | 0.099 | 2090 |

The last column is the pressure ratio between 90% and 10% coverage, with attraction. For the second surface, (16) reads $0.250-0.076+0.179=0.353$.

The first two surfaces betray their cooperation twice, by slopes above 0.25 and by pressure ratios below 81. On the uniform surface $C/\theta=0.539/0.5=1.08$: each molecule is accompanied by about one more than the average coverage would supply.

The third surface has the same attraction, yet its slope is half the bound. Over the pressures sampled between 2% and 98% coverage, its ratio $s/[\theta(1-\theta)]$ rises no higher than 0.915. Attraction does steepen this isotherm, from 0.099 to 0.125 at half coverage, but the bound alone does not reveal it. A slope below the bound is no evidence against cooperation. For comparison, the wide-spread formula (12) gives $kT/(\sigma\sqrt{2\pi})=0.115$ for $w=0$, about 16% above the computed 0.099. Here $\sigma$ is only 3.5 times $kT$, and the patch has 16 discrete energies.

For a short-range attraction of this kind, low coverage is a poor place to look for cooperation. To second order in pressure, an interacting pair of sites has $\langle n_in_j\rangle\simeq K^2p^2e^{w/kT}$, against $K^2p^2$ for the product of means. On the uniform surface, with four neighbours,
$$C\simeq4\theta^2\left(e^{w/kT}-1\right),\qquad \frac{s}{\theta(1-\theta)}\simeq1+4\theta\left(e^{w/kT}-1\right)\approx1+5.6\,\theta. \tag{25}$$
At 2% coverage the excess is about 11%, which a modest error in the data could conceal. At half coverage the computed ratio is $0.789/0.25=3.2$; the linear formula no longer applies there.

## How firm the example's numbers are

The patch is small. For the uniform surface, infinitely long strips six and eight sites wide give slopes of 0.814 and 0.815, so the patch value is about 3% below the wider strip. The pressure ratio of 6.45 changes less, to 6.42. The arrangement of unequal sites matters more: ten further arrangements gave 0.31 to 0.44 for $\sigma=0.05$ eV and 0.11 to 0.17 for $\sigma=0.12$ eV. Each set stayed on its side of 0.25, but ten arrangements do not bound the range: for $\sigma=0.12$ eV, alternating the eight strongest sites with the eight weakest gave 0.18 to 0.26 in 200 trials, depending on the order within each group. The arrangement in the table lies on the low side: 150 random arrangements average 0.39 and 0.15, and two arrangements each of 144 quantiles on a $12\times12$ lattice gave 0.35 and 0.38 for $\sigma=0.05$ eV and 0.14 and 0.16 for $\sigma=0.12$ eV.

Of the effects sized here for the uniform surface, longer-range repulsion is the largest. Upright point dipoles of roughly 1.9 D, unscreened, repel diagonal neighbours by 0.009 eV. Including this alone lowers the half-coverage slope from 0.79 to 0.47, still above the bound. Farther dipoles are left out, and they are not negligible: with distances in units of the lattice spacing, the sum of $1/r^3$ is 1.4 over the diagonal neighbours and 3.6 over all farther sites. On a full surface the whole unscreened repulsion beyond nearest neighbours would be about 0.13 eV per molecule, against $4w=0.12$ eV of attraction. Including all of it on the patch, summed over all periodic images, lowers the half-coverage slope to 0.21, below the bound; a $12\times12$ lattice gives the same value to two digits. On the patch the slope then exceeds the bound only slightly, by at most about 5%, near 7% coverage.

Gas and temperature corrections are smaller. At 2.5 Torr, the highest 90% pressure of the three surfaces, rough values of the virial coefficient and vapour pressure give a gas non-ideality of $4\times10^{-5}$ and a second-layer fraction of about $10^{-3}$. With $z_i=q$, (2) gives $d\ln K/dT=-(E/kT+5/2)/T$, so a 1 K drift shifts the isotherm by 0.064 in $\ln p$. Cooling by 1 K during the rise from 10% to 90% on a Langmuir surface, which spans $\ln81=4.39$, would steepen the apparent curve by about 1.5% on average. A factor of 10 in the neglected ratio $z_i/q$, common to all sites, moves the inferred binding energy by 0.079 eV but leaves the slope at a given coverage unchanged.

Equilibrium needs more care. With a rough attempt rate of $10^{13}$ s⁻¹, a molecule bound by 0.80 eV stays about 1 ms, but one on the strongest site of the third surface with four filled neighbours stays about 30 s, if those neighbours remain. The attempt rate is tied to (2) by detailed balance: with $z_i=q$ and an area of 0.2 nm² per site, it equals $4\times10^{15}$ s⁻¹ times the probability that a molecule striking an empty site sticks. The rate used here thus implies a sticking probability of about 0.003; if nearly every such molecule stuck, both times would be about 400 times shorter. These residence times are not the times needed to reach equilibrium. For an independent site with first-order adsorption and desorption, the occupancy relaxes at the sum of the two rates, so the relaxation time is $1-\bar n_i$ times the residence time. A nearly full site therefore settles much faster than its residence time suggests, whereas in a purge without readsorption the residence time itself matters. Whether a pressure step is long enough is best checked by repeating it with a longer wait.

Real hydroxylated alumina can also depart from the model in kind, because water can dissociate on it. If all the water dissociated and the fragments filled equal, independent sites, the reference slope at half coverage would drop from 0.25 to 0.125, and a measured 0.20 would already point to cooperation. If only part of it dissociated, a slope of 0.20 could arise without any cooperation, so the share that dissociates must be known. The binding energy and site density used here are plausible in size for such a surface; the net attraction and the energy spreads are illustrative, and the slopes are results of the model. Before the bound is applied to data, the uptake should be shown to be reversible, molecular and limited to one molecule per site, with the saturation known well enough that the false excess it can cause, which grows with coverage, stays below the excess being claimed. The remaining computed values are in the numerical output below.

## Table of computed values

```
temperature = 400 K, kT = 0.03447 eV
mean binding energy = 0.80 eV
neighbour attraction = 0.03 eV
site density = 5.0 nm^-2, spacing = 0.447 nm
thermal wavelength = 0.02057 nm
reference pressure p0 = 4.756e+09 Torr
half-coverage pressure, equal free sites = 0.3960 Torr
largest slope/bound, 400 random independent cases = 0.99995
SURFACE with energy spread = 0.00 eV
  half-coverage pressure = 0.0695 Torr
  slope at half coverage = 0.7892 (bound 1/4)
  site variance V = 0.0000, pair term C = 0.5392
  slope without attraction = 0.2500
  p(90%)/p(10%) = 6.45, without attraction = 81.00
  largest slope/bound, coverage 2-98% = 3.157
SURFACE with energy spread = 0.05 eV
  half-coverage pressure = 0.0734 Torr
  slope at half coverage = 0.3533 (bound 1/4)
  site variance V = 0.0756, pair term C = 0.1789
  slope without attraction = 0.1768
  p(90%)/p(10%) = 26.86, without attraction = 347.83
  largest slope/bound, coverage 2-98% = 1.528
SURFACE with energy spread = 0.12 eV
  half-coverage pressure = 0.0807 Torr
  slope at half coverage = 0.1248 (bound 1/4)
  site variance V = 0.1554, pair term C = 0.0302
  slope without attraction = 0.0990
  p(90%)/p(10%) = 2094.08, without attraction = 30633.45
  largest slope/bound, coverage 2-98% = 0.915
excess molecules around one, uniform patch = 1.0784
star: extra binding = 0.30 eV, repulsion = 0.40 eV
star: coverage = 0.4541, slope = 0.6197, bound = 0.2479
star: V = 0.0000, C = 0.3718
irreversible dose: coverage = 0.5000, slope = 0.3466
saturation taken as 0.90 of true: apparent slope at 1/2 = 0.2750
long strips, uniform: slope width 6 = 0.8137, width 8 = 0.8147
10 arrangements, spread 0.05 eV: slope 0.3071 to 0.4444
10 arrangements, spread 0.12 eV: slope 0.1075 to 0.1721
rough dipole = 1.9 D, diagonal repulsion = 0.0089 eV
uniform slope with diagonal repulsion = 0.4686
highest 90% pressure = 2.521 Torr
rough virial coefficient = -4.0e-04 m^3/mol, gas non-ideality = 4.0e-05
rough vapour pressure = 2000 Torr, second-layer fraction = 1.3e-03
shift of ln p for 1 K drift = 0.0643
binding shift for factor 10 in K = 0.0794 eV
rough attempt rate = 1e+13 s^-1, mean-site residence = 1.20e-03 s
strongest surrounded site = 1.153 eV, residence = 3.33e+01 s
```
